# Phonon Parity: Odd Relaxons Conduct Heat, Even Relaxons Give Viscosity: test program

```python
# RESULT UNDER TEST
# If reversing all wave vectors leaves the phonon collision matrix unchanged,
# odd relaxons alone give the thermal conductivity kappa, and even relaxons,
# without the energy mode, give the thermal viscosity eta.
#   kappa_ij = sum_odd  <S_i|a> tau_a <a|S_j> / (V kB T^2)
#   eta_ijkl = sum_even <M_ij|a> tau_a <a|M_kl> / (V kB T)
# S_i = sqrt(D) hbar omega v_i,  M_ij = sqrt(D) hbar q_i v_j,  D = N(N+1),
# N = Bose occupation, v = group velocity, V = volume, a = relaxon,
# tau_a = its lifetime.  Example: nearest-neighbour Morse model of fcc Ni.
# All internal quantities are in SI units.
import itertools
from types import SimpleNamespace
import numpy as np
import scipy.constants as sc
from scipy.linalg import lu_factor, lu_solve

hbar, kB = sc.hbar, sc.k
meV = 1e-3 * sc.e
lattice = 3.52e-10            # rough lattice constant of Ni
mass = 58.7 * sc.atomic_mass
spring = 38.0                 # rough bond stiffness, N/m
morse = 1.4e10                # rough Morse exponent, 1/m
temperature = 300.0
smearing = 2.0 * meV / hbar   # Gaussian width in angular frequency

bonds = lattice / 2 * np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                                [1, 0, -1], [0, 1, 1], [0, 1, -1]])
bond_length = np.linalg.norm(bonds[0])
unit = bonds / bond_length
primitive = lattice / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi / lattice * np.array([[-1, 1, 1], [1, -1, 1],
                                             [1, 1, -1]])
third_derivative = -3 * morse * spring


def dynamical_matrix(q):
    return 2 * spring / mass * np.einsum(
        'qr,ra,rb->qab', 1 - np.cos(q @ bonds.T), unit, unit)


def make_crystal(n):
    half = n // 2
    m = np.array(list(itertools.product(range(-half, half + 1), repeat=3)))
    q = m @ reciprocal / n
    cells, gamma = len(q), len(q) // 2
    dyn = dynamical_matrix(q)
    # Reversal of the list order maps q to -q.
    assert np.allclose(dyn, dyn[::-1], rtol=1e-11, atol=1e-11 * dyn.max())
    squares, vectors = np.linalg.eigh(dyn)
    pol = vectors.transpose(0, 2, 1).copy()
    # Matching polarizations at q and -q matter in degenerate branches.
    for i in range(gamma):
        pol[cells - 1 - i] = pol[i]
        squares[cells - 1 - i] = squares[i]
    squares[gamma] = 1e26     # placeholder; the q=0 modes are removed later
    assert squares.min() > 0
    omega = np.sqrt(squares)
    slope = 2 * spring / mass * np.einsum(
        'qr,rc,ra,rb->qcab', np.sin(q @ bonds.T), bonds, unit, unit,
        optimize=True)
    velocity = np.einsum('qsa,qcab,qsb->qsc', pol, slope, pol,
                         optimize=True) / (2 * omega[:, :, None])
    shifts = np.array(list(itertools.product(range(-2, 3), repeat=3)))
    images = q[:, None, :] + (shifts @ reciprocal)[None, :, :]
    lengths = np.linalg.norm(images, axis=2)
    nearest = lengths < lengths.min(axis=1)[:, None] + 1e-8 / lattice
    momentum = (images * nearest[:, :, None]).sum(1) / nearest.sum(1)[:, None]
    return SimpleNamespace(
        n=n, half=half, m=m, q=q, cells=cells, gamma=gamma, pol=pol,
        omega=omega, velocity=velocity, momentum=momentum,
        phase=np.exp(1j * q @ bonds.T) - 1, stretch=pol @ unit.T)


def flat_index(c, m):
    w = (np.asarray(m) + c.half) % c.n
    return (w[..., 0] * c.n + w[..., 1]) * c.n + w[..., 2]


def cubic_coupling(c, i):
    """Coupling for q_i + q_j -> q_k, for all j and all branches."""
    k = flat_index(c, c.m[i] + c.m)
    f = c.phase[i] * c.phase * np.conj(c.phase[k])
    pi, pj, pk = c.stretch[i], c.stretch, c.stretch[k]
    left = f[:, None, None, :] * pi[None, :, None, :] * pj[:, None, :, :]
    phi = np.matmul(left.reshape(c.cells, 9, 6), pk.transpose(0, 2, 1))
    phi = phi.reshape(c.cells, 3, 3, 3)
    phi = phi * (third_derivative - 3 * spring / bond_length)
    ai = f @ pi.T
    aj = np.einsum('jr,jtr->jt', f, pj)
    ak = np.einsum('jr,jur->ju', f, pk)
    ek = c.pol[k]
    djk = np.matmul(c.pol, ek.transpose(0, 2, 1))
    dik = np.einsum('sa,jua->jsu', c.pol[i], ek)
    dij = np.einsum('sa,jta->jst', c.pol[i], c.pol)
    phi += spring / bond_length * (
        ai[:, :, None, None] * djk[:, None, :, :]
        + aj[:, None, :, None] * dik[:, :, None, :]
        + ak[:, None, None, :] * dij[:, :, :, None])
    return phi, k


def project_out(matrix, vectors):
    mv = matrix @ vectors
    out = (matrix - mv @ vectors.T - vectors @ mv.T
           + vectors @ (vectors.T @ mv) @ vectors.T)
    return (out + out.T) / 2


def make_model(c, width):
    occupation = 1 / np.expm1(hbar * c.omega / (kB * temperature))
    weight = occupation * (occupation + 1)
    K = np.zeros((c.cells, 3, c.cells, 3))
    diagonal = np.zeros((c.cells, 3))
    trial = np.random.default_rng(4).normal(size=(c.cells, 3))
    quadratic = 0.0
    for i in range(c.cells):
        if i == c.gamma:
            continue
        phi, k = cubic_coupling(c, i)
        wi = c.omega[i][None, :, None, None]
        wj = c.omega[:, None, :, None]
        wk = c.omega[k][:, None, None, :]
        delta = np.exp(-(wi + wj - wk)**2 / (2 * width**2))
        delta /= width * np.sqrt(2 * np.pi)
        thermal = np.sqrt(weight[i][None, :, None, None]
                          * weight[:, None, :, None]
                          * weight[k][:, None, None, :])
        P = (np.pi * hbar / (4 * c.cells * mass**3) * np.abs(phi)**2
             * thermal * delta / (wi * wj * wk))
        P[c.gamma] = 0
        P[k == c.gamma] = 0
        K[i] += P.sum(3).transpose(1, 0, 2)
        exchange = P.sum(2)
        K[i][:, k, :] -= exchange.transpose(1, 0, 2)
        K[k, :, i, :] -= exchange.transpose(0, 2, 1)
        diagonal[i] += P.sum((0, 2, 3))
        diagonal[k] += 0.5 * P.sum((1, 2))
        change = (trial[i][None, :, None, None] + trial[:, None, :, None]
                  - trial[k][:, None, None, :])
        quadratic += 0.5 * np.sum(P * change**2)
    size = 3 * c.cells
    K = K.reshape(size, size)
    K[np.arange(size), np.arange(size)] += diagonal.ravel()
    x = trial.ravel()
    assert np.isclose(x @ K @ x, quadratic, rtol=1e-9)
    keep = np.repeat(np.arange(c.cells) != c.gamma, 3)
    K = K[np.ix_(keep, keep)]
    omega, D = c.omega.ravel()[keep], weight.ravel()[keep]
    v = c.velocity.reshape(-1, 3)[keep]
    q = np.repeat(c.momentum, 3, axis=0)[keep]
    root = np.sqrt(D)
    raw = K / root[:, None] / root[None, :]
    theta = root * omega
    theta /= np.linalg.norm(theta)
    leak = theta @ raw @ theta
    matrix = project_out(raw, theta[:, None])
    S = root[:, None] * hbar * omega[:, None] * v
    M = (root[:, None, None] * hbar * q[:, :, None] * v[:, None, :])
    M = M.reshape(-1, 9)
    M = M - np.outer(theta, theta @ M)
    return SimpleNamespace(
        matrix=matrix, raw=raw, theta=theta, leak=leak, S=S, M=M,
        omega=omega, D=D, root=root, v=v, q=q,
        volume=c.cells * lattice**3 / 4)


def transport(matrix, s):
    scale = np.trace(matrix) / len(matrix)
    both = np.hstack([s.S, s.M])
    answer = np.linalg.solve(matrix + scale * np.outer(s.theta, s.theta), both)
    response = both.T @ answer
    kap = response[:3, :3] / (s.volume * kB * temperature**2)
    eta = response[3:, 3:] / (s.volume * kB * temperature)
    mixed = response[3, 0] / np.sqrt(response[3, 3] * response[0, 0])
    return kap, eta.reshape(3, 3, 3, 3), mixed


def cubic_components(eta):
    pairs = [(i, j) for i in range(3) for j in range(3) if i != j]
    longitudinal = np.mean([eta[i, i, i, i] for i in range(3)])
    shear = np.mean([eta[i, j, i, j] for i, j in pairs])
    cross = np.mean([(eta[i, i, j, j] + eta[i, j, j, i]) / 2
                     for i, j in pairs])
    return longitudinal, shear, cross


crystal = make_crystal(7)

# Group velocity against the slope of the bands at a nondegenerate point.
i1 = int(flat_index(crystal, [1, 2, 0]))
step = 1e-5 / lattice
for axis in range(3):
    dq = np.eye(3)[axis] * step
    ends = np.array([crystal.q[i1] + dq, crystal.q[i1] - dq])
    bands = np.sqrt(np.linalg.eigvalsh(dynamical_matrix(ends)))
    slope_fd = (bands[0] - bands[1]) / (2 * step)
    assert np.allclose(slope_fd, crystal.velocity[i1, :, axis],
                       rtol=1e-5, atol=0.1)

# Cubic coupling against the energy of an explicitly displaced crystal.
i2 = int(flat_index(crystal, [1, -1, 2]))
phi, targets = cubic_coupling(crystal, i1)
i3 = int(targets[i2])
branches = np.unravel_index(np.argmax(np.abs(phi[i2])), (3, 3, 3))
coupling = phi[i2][branches]
positions = crystal.m @ primitive


def displaced_energy(amplitudes, first_phase):
    relative = np.zeros((crystal.cells, 6, 3))
    for amp, iq, branch, shift in zip(amplitudes, (i1, i2, i3), branches,
                                      (first_phase, 0.0, 0.0)):
        start = positions @ crystal.q[iq] + shift
        end = start[:, None] + (bonds @ crystal.q[iq])[None, :]
        wave = np.cos(end) - np.cos(start)[:, None]
        relative += amp * wave[:, :, None] * crystal.pol[iq, branch]
    distance = np.linalg.norm(bonds[None] + relative, axis=2)
    energy = (1 - np.exp(-morse * (distance - bond_length)))**2
    return spring / (2 * morse**2) * energy.sum()


h = 3e-13
for angle in (0.0, -np.pi / 2):
    numerical = sum(np.prod(s) * displaced_energy(h * np.array(s), angle)
                    for s in itertools.product((-1, 1), repeat=3)) / (8 * h**3)
    formula = crystal.cells / 4 * np.real(np.exp(1j * angle) * coupling)
    assert abs(numerical - formula) < 2e-3 * crystal.cells / 4 * abs(coupling)

# Linearisation of the nonlinear Bose collision factor, on shell.
energies = np.array([0.6, 0.9, 1.5])
N3 = 1 / np.expm1(energies)
psi3 = np.array([0.3, -0.8, 0.5])


def net_factor(eps):
    a, b, d = N3 + eps * N3 * (N3 + 1) * psi3
    return a * b * (d + 1) - (a + 1) * (b + 1) * d


linear_fd = (net_factor(1e-5) - net_factor(-1e-5)) / 2e-5
linear = N3[0] * N3[1] * (N3[2] + 1) * (psi3[0] + psi3[1] - psi3[2])
assert np.isclose(linear_fd, linear, rtol=1e-7)

# Relaxons: the full matrix is diagonalised without imposing parity.
ni = make_model(crystal, smearing)
count = len(ni.omega)
reverse = np.arange(count).reshape(-1, 3)[::-1].ravel()
parity_error = (np.abs(ni.matrix[np.ix_(reverse, reverse)] - ni.matrix).max()
                / np.abs(ni.matrix).max())
assert parity_error < 1e-9
rates, relaxons = np.linalg.eigh(ni.matrix)
parity = np.sum(relaxons * relaxons[reverse], axis=0)
assert np.max(np.abs(np.abs(parity) - 1)) < 1e-5
assert abs(rates[0]) < 1e-8 * rates[1] and parity[0] > 0
odd = parity < 0
even = parity > 0
even[0] = False
heat_overlap = relaxons.T @ ni.S
drift_overlap = relaxons.T @ ni.M
heat_unit = ni.volume * kB * temperature**2
drift_unit = ni.volume * kB * temperature


def relaxon_sum(overlap, chosen, denominator):
    part = overlap[chosen]
    return part.T @ (part / rates[chosen, None]) / denominator


kappa = relaxon_sum(heat_overlap, odd, heat_unit)
kappa_even = relaxon_sum(heat_overlap, even, heat_unit)
eta9 = relaxon_sum(drift_overlap, even, drift_unit)
eta9_odd = relaxon_sum(drift_overlap, odd, drift_unit)
eta = eta9.reshape(3, 3, 3, 3)
assert np.abs(kappa_even).max() < 1e-7 * np.abs(kappa).max()
assert np.abs(eta9_odd).max() < 1e-7 * np.abs(eta9).max()


# Direct Boltzmann solution from numerical derivatives of Bose functions.
def bose(temp, drift):
    return 1 / np.expm1(hbar * (ni.omega - ni.q @ drift) / (kB * temp))


still = np.zeros(3)
dT = 0.01
dn_dT = (bose(temperature + dT, still) - bose(temperature - dT, still))
dn_dT /= 2 * dT
du = 1e-3 * kB * temperature / (hbar * np.abs(ni.q).max())
dn_du = np.array([(bose(temperature, du * e) - bose(temperature, -du * e))
                  / (2 * du) for e in np.eye(3)]).T
drive_T = -ni.v * dn_dT[:, None]
drive_u = -(dn_du[:, :, None] * ni.v[:, None, :]).reshape(-1, 9)
population_matrix = ni.root[:, None] * ni.matrix * ni.root[None, :]
scale = np.trace(population_matrix) / count
energy_row = ni.D * ni.omega
energy_row = energy_row / np.linalg.norm(energy_row)
bordered = np.zeros((count + 1, count + 1))
bordered[:count, :count] = population_matrix / scale
bordered[:count, -1] = energy_row
bordered[-1, :count] = energy_row


def direct_populations(drive):
    rhs = np.vstack([drive / scale, np.zeros((1, drive.shape[1]))])
    return ni.D[:, None] * np.linalg.solve(bordered, rhs)[:count]


heat_flux = (hbar * ni.omega[:, None] * ni.v).T @ direct_populations(drive_T)
kappa_direct = -heat_flux / ni.volume
flux_weight = (hbar * ni.q[:, :, None] * ni.v[:, None, :]).reshape(-1, 9)
eta_direct = -flux_weight.T @ direct_populations(drive_u) / ni.volume
assert np.abs(kappa_direct - kappa).max() < 2e-4 * np.abs(kappa).max()
assert np.abs(eta_direct - eta9).max() < 2e-4 * np.abs(eta9).max()

# Decay of a long heat wave, from the Boltzmann operator at finite k.
capacity = np.sum((hbar * ni.omega)**2 * ni.D) / heat_unit
speed_max = np.linalg.norm(ni.v, axis=1).max()
wave_number = 1e-2 * rates[1] / speed_max
streaming = 1j * np.diag(wave_number * ni.v[:, 0])
operator = ni.matrix + streaming
factors = lu_factor(operator)
x = ni.theta.astype(complex)
for _ in range(4):
    x = lu_solve(factors, x)
    x /= np.linalg.norm(x)
heat_decay = (x @ operator @ x) / (x @ x)
heat_expected = kappa[0, 0] * wave_number**2 / capacity
assert abs(heat_decay - heat_expected) < 2e-3 * heat_expected

# Decay of transverse drift waves when crystal momentum is conserved.
phi_q = ni.root[:, None] * ni.q
phi_q = phi_q / np.linalg.norm(phi_q, axis=0)
assert np.allclose(phi_q.T @ phi_q, np.eye(3), atol=1e-9)
assert np.abs(phi_q.T @ ni.theta).max() < 1e-9
momentum_rate = np.trace(phi_q.T @ ni.matrix @ phi_q) / 3
conserving = project_out(ni.matrix, phi_q)
inertia = np.sum(ni.D * (hbar * ni.q[:, 0])**2) / drift_unit
operator = conserving + streaming
factors = lu_factor(operator)
X = phi_q[:, 1:].astype(complex)
for _ in range(4):
    X = np.linalg.qr(lu_solve(factors, X))[0]
drift_decay = np.trace(np.linalg.solve(X.T @ X, X.T @ operator @ X)) / 2
drift_expected = ((eta[1, 0, 1, 0] + eta[2, 0, 2, 0]) / 2
                  * wave_number**2 / inertia)
assert abs(drift_decay - drift_expected) < 2e-3 * drift_expected

# Slower loss of crystal momentum alters only the odd block.
slow = []
for factor in (1.0, 0.01):
    altered = conserving + factor * momentum_rate * phi_q @ phi_q.T
    kap_s, eta_s, _ = transport(altered, ni)
    assert np.abs(eta_s - eta).max() < 1e-7 * np.abs(eta).max()
    slow.append((np.trace(kap_s) / 3, cubic_components(eta_s)[1]))
assert slow[1][0] > 2 * slow[0][0]

# Control: scattering that differs at q and -q must mix the responses.
mean_rate = np.mean(np.diag(ni.raw))
_, _, mixed_normal = transport(ni.matrix, ni)
extra = 0.2 * mean_rate * (1 + ni.v[:, 0] / speed_max)
broken = project_out(ni.matrix + np.diag(extra), ni.theta[:, None])
_, _, mixed_broken = transport(broken, ni)
assert abs(mixed_normal) < 1e-8 and abs(mixed_broken) > 1e-3

# Numbers for the example and sizes of neglected effects.
kappa_mean = np.trace(kappa) / 3
longitudinal, shear, cross = cubic_components(eta)
tau = np.zeros(count)
tau[1:] = 1 / rates[1:]
heat_weights = np.sum(heat_overlap**2, axis=1)
shear_columns = [1, 2, 3, 5, 6, 7]
shear_weights = np.sum(drift_overlap[:, shear_columns]**2, axis=1)
tau_heat = heat_weights @ tau / heat_weights.sum()
tau_shear = shear_weights @ tau / shear_weights.sum()
single_rates = np.diag(ni.raw)
kappa_single = np.sum(ni.S**2 / single_rates[:, None]) / (3 * heat_unit)
shear_single = np.sum(ni.M[:, shear_columns]**2 / single_rates[:, None])
shear_single /= 6 * drift_unit
heat_speed = np.sqrt(np.sum(ni.S**2)
                     / np.sum((hbar * ni.omega)**2 * ni.D))
free_path = 3 * kappa_mean / (capacity * heat_speed)
viscous_length = np.sqrt(shear / (inertia * momentum_rate))

wide = make_model(crystal, 1.5 * smearing)
kap_wide, eta_wide, _ = transport(wide.matrix, wide)
fine = make_model(make_crystal(9), smearing)
kap_fine, eta_fine, _ = transport(fine.matrix, fine)

dos_spin, electron_coupling = 1.2, 0.3       # rough; 1/eV per atom and spin
electron_rate = (2 * np.pi / 3 * dos_spin / sc.e * electron_coupling
                 * hbar * ni.omega**2)
with_electrons = project_out(ni.matrix + np.diag(electron_rate),
                             ni.theta[:, None])
kap_el, eta_el, _ = transport(with_electrons, ni)
resistivity = 7e-8                           # rough, ohm m
electron_kappa = (np.pi**2 / 3 * (kB / sc.e)**2 * temperature / resistivity)
isotope_variance = 4e-4                      # rough
isotope_rate = (np.pi / 6 * isotope_variance * np.mean(ni.omega**2)
                * 3 / ni.omega.max())
keep_q = np.arange(crystal.cells) != crystal.gamma
occupation = 1 / np.expm1(hbar * crystal.omega[keep_q] / (kB * temperature))
amplitude = (hbar * (2 * occupation + 1)
             / (2 * crystal.cells * mass * crystal.omega[keep_q]))
bond_wave = np.abs(crystal.stretch[keep_q]
                   * crystal.phase[keep_q][:, None, :])**2
bond_variance = np.sum(amplitude[:, :, None] * bond_wave) / 6
quartic_ratio = 7 / 4 * morse**2 * bond_variance

print(f"lattice constant (rough input): {lattice*1e9:.3f} nm")
print(f"atomic mass (input): {mass/sc.atomic_mass:.1f} u")
print(f"bond stiffness (rough input): {spring:.1f} N/m")
print(f"Morse exponent (rough input): {morse*1e-9:.1f} 1/nm")
print(f"temperature: {temperature:.0f} K")
print(f"Gaussian energy smearing: {smearing*hbar/meV:.1f} meV")
print(f"mesh points per direction: {crystal.n}")
print(f"phonon modes without q=0: {count}")
print(f"highest phonon energy: {hbar*ni.omega.max()/meV:.2f} meV")
print(f"lowest phonon energy on mesh: {hbar*ni.omega.min()/meV:.2f} meV")
print(f"odd relaxons: {odd.sum()}")
print(f"even relaxons without energy mode: {even.sum()}")
print(f"relative parity error of collision matrix: {parity_error:.1e}")
print(f"energy leak before projection: {ni.leak*1e-12:.4f} 1/ps")
print(f"mean single-mode collision rate: {mean_rate*1e-12:.4f} 1/ps")
print(f"largest collision rate / frequency: {np.max(single_rates/ni.omega):.3f}")
print(f"longest odd relaxon lifetime: {tau[odd].max()*1e12:.2f} ps")
print(f"longest even relaxon lifetime: {tau[even].max()*1e12:.2f} ps")
print(f"lattice kappa, odd relaxons: {kappa_mean:.3f} W/(m K)")
print(f"kappa xx, yy, zz: {np.round(np.diag(kappa), 3)} W/(m K)")
print(f"kappa from even relaxons: {np.trace(kappa_even)/3:.1e} W/(m K)")
print(f"kappa, direct Boltzmann: {np.trace(kappa_direct)/3:.3f} W/(m K)")
print(f"viscosity iiii, even relaxons: {longitudinal:.4e} Pa s")
print(f"viscosity ijij, even relaxons: {shear:.4e} Pa s")
print(f"symmetrised viscosity iijj: {cross:.4e} Pa s")
print(f"viscosity ijij, odd relaxons: "
      f"{cubic_components(eta9_odd.reshape(3,3,3,3))[1]:.1e} Pa s")
print(f"viscosity ijij, direct Boltzmann: "
      f"{cubic_components(eta_direct.reshape(3,3,3,3))[1]:.4e} Pa s")
print(f"mean lifetime weighted by heat source: {tau_heat*1e12:.3f} ps")
print(f"mean lifetime weighted by shear source: {tau_shear*1e12:.3f} ps")
print(f"single-mode approximation, kappa: {kappa_single:.3f} W/(m K)")
print(f"single-mode approximation, ijij: {shear_single:.4e} Pa s")
print(f"lattice heat capacity: {capacity*1e-6:.4f} MJ/(m^3 K)")
print(f"test wave number: {wave_number*1e-9:.4e} 1/nm")
print(f"heat-wave decay, operator: {heat_decay.real:.5e} 1/s")
print(f"heat-wave decay, kappa k^2/C: {heat_expected:.5e} 1/s")
print(f"drift-wave decay, operator: {drift_decay.real:.5e} 1/s")
print(f"drift-wave decay, eta k^2/A: {drift_expected:.5e} 1/s")
print(f"drift inertia A: {inertia:.4f} kg/m^3")
print(f"crystal-momentum loss rate: {momentum_rate*1e-12:.4f} 1/ps")
print(f"viscous length: {viscous_length*1e9:.3f} nm")
print(f"heat mean free path: {free_path*1e9:.3f} nm")
print(f"kappa, momentum block isolated: {slow[0][0]:.3f} W/(m K)")
print(f"kappa, its loss rate x 0.01: {slow[1][0]:.3f} W/(m K)")
print(f"viscosity ijij, loss rate x 0.01: {slow[1][1]:.4e} Pa s")
print(f"normalised mixed response, parity kept: {mixed_normal:.1e}")
print(f"normalised mixed response, parity broken: {mixed_broken:.4f}")
print(f"kappa, smearing {1.5*smearing*hbar/meV:.1f} meV: "
      f"{np.trace(kap_wide)/3:.3f} W/(m K)")
print(f"viscosity ijij, wider smearing: {cubic_components(eta_wide)[1]:.4e} Pa s")
print(f"kappa, 9x9x9 mesh: {np.trace(kap_fine)/3:.3f} W/(m K)")
print(f"viscosity ijij, 9x9x9 mesh: {cubic_components(eta_fine)[1]:.4e} Pa s")
print(f"rough electron inputs: DOS {dos_spin} 1/(eV atom spin), "
      f"coupling {electron_coupling}, resistivity {resistivity*1e8:.0f} uohm cm")
print(f"mean phonon-electron rate: {electron_rate.mean()*1e-12:.4f} 1/ps")
print(f"kappa with phonon-electron loss: {np.trace(kap_el)/3:.3f} W/(m K)")
print(f"viscosity ijij with that loss: {cubic_components(eta_el)[1]:.4e} Pa s")
print(f"electronic kappa, Wiedemann-Franz: {electron_kappa:.0f} W/(m K)")
print(f"isotope rate (variance {isotope_variance:.0e}): "
      f"{isotope_rate*1e-12:.4f} 1/ps")
print(f"rms bond stretch: {np.sqrt(bond_variance)*1e9:.5f} nm")
print(f"quartic / harmonic bond energy: {quartic_ratio:.4f}")
print("no test failed")
```

Output:

```
lattice constant (rough input): 0.352 nm
atomic mass (input): 58.7 u
bond stiffness (rough input): 38.0 N/m
Morse exponent (rough input): 14.0 1/nm
temperature: 300 K
Gaussian energy smearing: 2.0 meV
mesh points per direction: 7
phonon modes without q=0: 1026
highest phonon energy: 35.84 meV
lowest phonon energy on mesh: 7.97 meV
odd relaxons: 513
even relaxons without energy mode: 512
relative parity error of collision matrix: 1.4e-15
energy leak before projection: 0.0005 1/ps
mean single-mode collision rate: 0.1826 1/ps
largest collision rate / frequency: 0.013
longest odd relaxon lifetime: 24.42 ps
longest even relaxon lifetime: 33.30 ps
lattice kappa, odd relaxons: 75.224 W/(m K)
kappa xx, yy, zz: [75.199 75.223 75.25 ] W/(m K)
kappa from even relaxons: 1.3e-22 W/(m K)
kappa, direct Boltzmann: 75.224 W/(m K)
viscosity iiii, even relaxons: 1.0440e-03 Pa s
viscosity ijij, even relaxons: 5.0741e-04 Pa s
symmetrised viscosity iijj: -4.3389e-05 Pa s
viscosity ijij, odd relaxons: 6.5e-29 Pa s
viscosity ijij, direct Boltzmann: 5.0741e-04 Pa s
mean lifetime weighted by heat source: 15.414 ps
mean lifetime weighted by shear source: 14.058 ps
single-mode approximation, kappa: 44.842 W/(m K)
single-mode approximation, ijij: 3.4864e-04 Pa s
lattice heat capacity: 3.4868 MJ/(m^3 K)
test wave number: 5.8728e-05 1/nm
heat-wave decay, operator: 7.43848e+04 1/s
heat-wave decay, kappa k^2/C: 7.43849e+04 1/s
drift-wave decay, operator: 3.84306e+04 1/s
drift-wave decay, eta k^2/A: 3.84306e+04 1/s
drift inertia A: 45.5338 kg/m^3
crystal-momentum loss rate: 0.0782 1/ps
viscous length: 11.940 nm
heat mean free path: 31.585 nm
kappa, momentum block isolated: 54.424 W/(m K)
kappa, its loss rate x 0.01: 2642.720 W/(m K)
viscosity ijij, loss rate x 0.01: 5.0741e-04 Pa s
normalised mixed response, parity kept: -1.8e-17
normalised mixed response, parity broken: -0.1022
kappa, smearing 3.0 meV: 62.071 W/(m K)
viscosity ijij, wider smearing: 4.3217e-04 Pa s
kappa, 9x9x9 mesh: 74.559 W/(m K)
viscosity ijij, 9x9x9 mesh: 5.1211e-04 Pa s
rough electron inputs: DOS 1.2 1/(eV atom spin), coupling 0.3, resistivity 7 uohm cm
mean phonon-electron rate: 0.7762 1/ps
kappa with phonon-electron loss: 8.638 W/(m K)
viscosity ijij with that loss: 6.7352e-05 Pa s
electronic kappa, Wiedemann-Franz: 105 W/(m K)
isotope rate (variance 4e-04): 0.0180 1/ps
rms bond stretch: 0.00767 nm
quartic / harmonic bond energy: 0.0202
no test failed
```
